# The generalised photoconductance lifetime of a silicon wafer, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The balance behind the lifetime

### A wafer with one density and one lifetime

Take a wafer in which light creates electron-hole pairs at the rate $G(t)$ per unit volume. Suppose that the excess electron density $n$ is the same at every depth, and that each excess electron has the constant probability per unit time $1/\tau$ of recombining. Pairs are then lost at the rate $n/\tau$ per unit volume, and the density changes by the difference between gain and loss:

$$\frac{dn}{dt}=G-\frac{n}{\tau}. \tag{1}$$

Moving the loss to the left and the derivative to the right gives $n/\tau=G-dn/dt$, and therefore

$$\tau=\frac{n}{G-dn/dt}. \tag{2}$$

The denominator is the recombination rate, obtained without observing recombination itself: it is what the light supplied minus what the wafer stored. While the density falls, $dn/dt$ is negative and the denominator exceeds $G$, because recombination consumes both the new pairs and part of the stock.

Two familiar formulas follow by dropping one term. If the density barely changes, $\tau\simeq n/G$, the quasi-steady formula. If the light is off, $\tau=-n/(dn/dt)$, the transient formula. Their errors under a real flash can be seen by solving equation (1) for light that starts at $t=0$ and fades as $G=G_0e^{-t/T}$, with $n(0)=0$. Multiply equation (1) by $e^{t/\tau}$. The terms in $n$ combine into the derivative of a product:

$$\frac{d}{dt}\left(n\,e^{t/\tau}\right)=G_0\,e^{\kappa t},\qquad \kappa=\frac1\tau-\frac1T .$$

Integrating from 0 to $t$ gives $n\,e^{t/\tau}=G_0(e^{\kappa t}-1)/\kappa$. Multiplying by $e^{-t/\tau}$ and using $\kappa-1/\tau=-1/T$,

$$n=\frac{G_0}{\kappa}\left(e^{-t/T}-e^{-t/\tau}\right),\qquad \frac nG=\frac{1-e^{-\kappa t}}{\kappa}. \tag{3}$$

For $\tau<T$ the constant $\kappa$ is positive, and at late times

$$\frac nG\to\frac1\kappa=\frac{\tau}{1-\tau/T}. \tag{4}$$

The quasi-steady formula therefore keeps a fixed relative error, however long one waits. The density and the light fade together, so their ratio settles, but it settles at the wrong value. For $\tau=1$ ms and $T=2$ ms the limit is 2 ms, twice the true lifetime. A direct numerical integration of equation (1) gives 1.9993 ms at $t=16$ ms, in agreement with equation (3). For $\tau>T$ the constant $\kappa$ is negative and $n/G$ grows without bound, because the light dies before the carriers do. For $\tau=T$ the limit $\kappa\to0$ of equation (3) is $n/G=t$.

The transient formula errs in another way. Differentiating $n$ in equation (3) and dividing,

$$-\frac{n}{dn/dt}=\frac{1-e^{-\kappa t}}{1/T-e^{-\kappa t}/\tau}.$$

For $\tau<T$ this tends to $T$: the formula reports the decay time of the lamp. For $\tau>T$ the exponentials dominate and it tends to $\tau$, as it should once the light has gone.

There is one moment in the flash at which the quasi-steady formula is right. At the peak of $n$ the derivative vanishes, and equation (1) reads $n/G=\tau$. Setting the derivative of equation (3) to zero gives $e^{-t/\tau}/\tau=e^{-t/T}/T$, hence $e^{\kappa t}=T/\tau$ and

$$t_{\rm peak}=\frac{\ln(T/\tau)}{1/\tau-1/T}. \tag{5}$$

With the same two times this is $2\ln2=1.386$ ms, and the numerical solution has its peak there with $n/G=1.000$ ms. Before the peak $dn/dt>0$, so $G>n/\tau$ and $n/G$ is smaller than $\tau$. After the peak it is larger.

### The balance in a real wafer

In a real wafer the density varies with depth, the recombination rate need not be proportional to the density, and part of the recombination takes place at the surfaces. Equation (2) survives all three, provided that its symbols are given the right meaning.

Let the wafer occupy $0<x<W$ and be uniform across its area, with no contacts and no lateral currents. Let $\Delta n(x,t)$ be the electron density minus its value in the dark at equilibrium, $g(x,t)$ the optical generation rate, and $U(x,t)$ the net bulk recombination rate, from which thermal generation has already been subtracted. Let $F(x,t)$ be the number of electrons crossing unit area per unit time towards larger $x$. It is a flux of particles, so the negative charge of the electron brings no sign into it.

Consider a thin slab between $x$ and $x+dx$. Electrons enter at the rate $F(x)$ and leave at the rate $F(x+dx)$ per unit area, a net gain of $-(\partial F/\partial x)\,dx$. Adding generation and recombination and dividing by $dx$,

$$\frac{\partial\Delta n}{\partial t}=g-U-\frac{\partial F}{\partial x}. \tag{6}$$

Nothing has been said about what drives the flux. Diffusion and drift are both included.

Define the depth averages

$$n(t)=\frac1W\int_0^W\!\Delta n\,dx,\qquad G(t)=\frac1W\int_0^W\! g\,dx,\qquad \langle U\rangle=\frac1W\int_0^W\! U\,dx .$$

The limits of integration are fixed, so the time derivative may be taken outside the integral. The integral of $\partial F/\partial x$ is the difference of its end values. Averaging equation (6) therefore gives

$$\frac{dn}{dt}=G-\langle U\rangle-\frac{F(W)-F(0)}{W}. \tag{7}$$

Let $R_0$ and $R_W$ be the numbers of electrons recombining per unit area and time at the front and rear surfaces. Electrons lost at the rear travel towards larger $x$, so $F(W)=R_W$. Electrons lost at the front travel towards smaller $x$, so $F(0)=-R_0$. The two minus signs combine, and $F(W)-F(0)=R_W+R_0$. Both surfaces appear as losses:

$$\frac{dn}{dt}=G-\left[\langle U\rangle+\frac{R_0+R_W}{W}\right]. \tag{8}$$

The bracket is the total recombination per unit volume of wafer. The effective lifetime is defined by setting it equal to $n/\tau$:

$$\frac n\tau\equiv\langle U\rangle+\frac{R_0+R_W}{W}. \tag{9}$$

Inserting this in equation (8) and solving for $\tau$ gives

$$\boxed{\;\tau(t)=\frac{n(t)}{G(t)-dn(t)/dt}\;} \tag{10}$$

This has the form of equation (2), but $\tau$ is now a ratio that may change during the flash. The result holds at each instant, for any time dependence of the light and any dependence of $U$, $R_0$ and $R_W$ on density. It rests on conservation of electrons and on the definition (9).

The derivation leaves open whether $\tau$ is a property of the wafer at a given density. The right side of equation (9) depends on the whole profile $\Delta n(x)$, not on its average alone. Two experiments that reach the same $n$ with different profiles can have different values of $\tau$, both correctly reported by equation (10). Part 2 gives the size of this effect.

### From conductance to density

Electrons and holes both carry current along the wafer. If their mobilities $\mu_n$ and $\mu_p$ do not change with the excess density, the light raises the conductivity at depth $x$ by $q(\mu_n\Delta n+\mu_p\Delta p)$, where $q$ is the elementary charge. Layers at different depths conduct in parallel, so the sheet conductance rises by the integral over depth. If no carriers are trapped and the charge in the surface regions stays fixed, neutrality requires $\Delta p=\Delta n$, and

$$\Delta\sigma=q\int_0^W(\mu_n+\mu_p)\,\Delta n\,dx=qW(\mu_n+\mu_p)\,n. \tag{11}$$

The measurement thus delivers the same average that the balance requires, whatever the profile. This match is what makes photoconductance suited to the purpose. A signal that weighted some depths more than others would not give $n$ without a model of the profile. An inductive coil is such a case to a mild degree: it senses the layers near it somewhat more strongly, so its calibration depends on the wafer thickness and on the distance from the coil. Equation (11), and equation (12) below, assume that this has been corrected.

The generation rate comes from a light sensor. If $\Phi$ photons are absorbed per unit area and time, each creating one pair, then $G=\Phi/W$. Here $\Phi$ is the absorbed flux, so reflection and transmission must already have been removed from the incident flux. Put this and equation (11) into equation (10), and multiply numerator and denominator by $qW(\mu_n+\mu_p)$:

$$\tau=\frac{\Delta\sigma}{q(\mu_n+\mu_p)\,\Phi-d\Delta\sigma/dt}. \tag{12}$$

The thickness has cancelled. An error in $W$ shifts the density at which the lifetime is reported, but not the lifetime itself, as long as the absorbed flux is known independently.

### How the two simple formulas combine

Write $\tau_{\rm qss}=n/G$ and $\tau_{\rm tr}=-n/(dn/dt)$ for the values that the two simple formulas return. Dividing $n/\tau=G-dn/dt$ by $n$,

$$\frac1\tau=\frac{1}{\tau_{\rm qss}}+\frac{1}{\tau_{\rm tr}}. \tag{13}$$

While the density falls under some remaining light, both terms on the right are positive, and each simple formula gives a lifetime that is too long. While the density rises, $\tau_{\rm tr}$ is negative and $\tau_{\rm qss}$ is too short.

Equation (13) also tells when a simple formula will do. The quasi-steady value differs from the true one by the relative amount $\tau_{\rm qss}/\tau-1=\tau_{\rm qss}/\tau_{\rm tr}$. To keep the error below one per cent, the density must change on a time scale at least a hundred times $\tau_{\rm qss}$. For a lifetime near 1 ms this means a light pulse lasting of the order of 0.1 s.

### A lifetime that depends on density

Suppose that over the range of interest $\tau$ is a function of $n$ alone. The total recombination rate is then $R(n)=n/\tau(n)$, and equation (10) returns $\tau(n)$ at the density of each instant. A single flash therefore traces a curve of lifetime against density.

A small ripple on steady light measures something else. Let $n=\bar n+\delta n$, with steady generation $\bar G=R(\bar n)$, and let the ripple in the light be switched off. To first order in $\delta n$ the balance becomes

$$\frac{d\,\delta n}{dt}=\bar G-R(\bar n+\delta n)\simeq-R'(\bar n)\,\delta n,$$

so the ripple decays with the rate

$$R'(n)=\frac{d}{dn}\frac{n}{\tau(n)}=\frac1\tau-\frac{n}{\tau^2}\frac{d\tau}{dn}. \tag{14}$$

If the lifetime rises with density, this rate is smaller than $1/\tau$, and the ripple outlives $\tau$. The two agree where $\tau$ does not depend on density. Equation (10) is not affected by the distinction if the full $n$ and the full $G$ are inserted. If the steady parts are subtracted first, a small ripple returns $1/R'(\bar n)$ instead, which equals $\tau$ only where $d\tau/dn=0$.

### The derivative from sampled data

With readings at a spacing $h$, the central difference is a suitable estimate of the slope. Expanding $n(t\pm h)$ about $t$, the even terms cancel in the difference, and

$$\frac{n(t+h)-n(t-h)}{2h}=\frac{dn}{dt}+\frac{h^2}{6}\frac{d^3n}{dt^3}+\dots \tag{15}$$

For a signal falling as $e^{-kt}$ the relative error of the slope is $(hk)^2/6$ to leading order, which favours a small $h$.

Noise favours a large one. If each density reading has an independent random error of standard deviation $s$, the difference of two has $\sqrt2\,s$, and the slope has $s/(\sqrt2\,h)$. A small change $\delta(dn/dt)$ alters $\tau$ by $(\tau^2/n)\,\delta(dn/dt)$, as differentiating equation (10) shows. The relative error of $\tau$ from the noisy slope is therefore

$$\frac{\delta\tau}{\tau}=\frac{\tau}{\sqrt2\,h}\,\frac sn. \tag{16}$$

With $h$ equal to a twentieth of the lifetime, the relative noise of the readings is multiplied by 14. A wider spacing, or a smooth curve fitted to several neighbouring points, reduces this at the cost of a larger systematic error, which for the central difference is the third-derivative term in equation (15).

## Part 2. Surfaces, calibration and a worked case

### Symbols and results carried over

The wafer has thickness $W$. The depth-averaged excess electron density is $n$, the depth-averaged generation rate is $G$, and the effective lifetime $\tau$ is $n$ divided by all recombination per unit volume, surfaces included. Part 1 showed that

$$\tau=\frac{n}{G-dn/dt},\qquad \frac1\tau=\frac1{\tau_{\rm qss}}+\frac1{\tau_{\rm tr}},\qquad \Delta\sigma=qW(\mu_n+\mu_p)\,n,$$

with $\tau_{\rm qss}=n/G$, $\tau_{\rm tr}=-n/(dn/dt)$, sheet photoconductance $\Delta\sigma$, elementary charge $q$ and mobilities $\mu_n,\mu_p$. The light fades as $e^{-t/T}$.

The balance of generation, storage and recombination gives the effective lifetime at each instant of the flash, whatever the depth profile of the carriers. It remains to separate the surface loss from the bulk loss, to see how calibration errors enter, and to work through a flash on a passivated wafer.

Numerical values quoted here were computed with a short program.
